# Gilbert damping from the peak-to-peak width of a resonance derivative

## Problem

A thin ferromagnetic film, magnetized in its plane, is placed in a microwave field of fixed frequency $f=10$ GHz. The static field is swept through ferromagnetic resonance, and the derivative of the absorbed power with respect to field is recorded. The spectrum is the derivative of a Lorentzian, and its highest and lowest points lie $\Delta_{pp}=3$ mT apart. Take $\gamma/2\pi=28$ GHz/T and neglect inhomogeneous broadening. What is the Gilbert damping constant $\alpha$?

All fields are given as $B=\mu_0H$, so that widths are in millitesla.

## A tempting solution

Gilbert damping gives the absorption line a full width at half maximum

$$
\Delta_{\rm FWHM}=\frac{2\alpha\omega}{\gamma}=\frac{2\alpha f}{\gamma/2\pi}.
$$

The measured width is 3 mT, and $f/(\gamma/2\pi)=10/28$ T $=357.14$ mT. Therefore

$$
\alpha=\frac{3}{2\times357.14}=0.0042 .
$$

## Where it fails

The first formula is correct, as shown below. The fault is in the second step, which inserts a width of a different curve. The full width at half maximum belongs to the absorption line. The 3 mT separates the extrema of its derivative, which are the points where the absorption line is steepest. These points lie closer together than the half-maximum points, so the tempting solution takes the line to be narrower than it is and finds too little damping.

Reading 3 mT as the half width at half maximum errs the other way and gives $3/357.14=0.0084$. The correct conversion follows from the line shape.

## The line shape from the equation of motion

Let $\mathbf m$ be the unit vector along the magnetization. The Landau–Lifshitz–Gilbert equation is

$$
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad \gamma>0 .
$$

Choose $z$ along the static field $B$, $x$ in the film plane along the microwave field $b$, and $y$ along the film normal. The static magnetization is assumed parallel to $B$. A component $m_y$ out of the plane creates a demagnetizing field $-Mm_y$, where $M$ is the effective demagnetizing field in tesla. For weak drive, $\mathbf m=(m_x,m_y,1)$ to first order, and

$$
\mathbf B_{\rm eff}=(b,\,-Mm_y,\,B).
$$

Keeping first-order terms, the cross products are

$$
(\mathbf m\times\mathbf B_{\rm eff})_x=m_yB+Mm_y,\qquad
(\mathbf m\times\mathbf B_{\rm eff})_y=b-Bm_x,
$$

$$
(\mathbf m\times\dot{\mathbf m})_x=-\dot m_y,\qquad
(\mathbf m\times\dot{\mathbf m})_y=\dot m_x .
$$

With time dependence $e^{i\omega t}$, each time derivative becomes a factor $i\omega$. Dividing by $\gamma$ and writing $w=\omega/\gamma$ gives

$$
iw\,m_x=-(B+M+i\alpha w)\,m_y,
$$

$$
iw\,m_y=-b+(B+i\alpha w)\,m_x .
$$

The first equation gives $m_y=-iw\,m_x/(B+M+i\alpha w)$. On substitution into the second, its left side becomes $w^2m_x/(B+M+i\alpha w)$, because $(iw)(-iw)=w^2$. Solving for $\chi=m_x/b$,

$$
\chi=\frac{\beta+M}{\beta(\beta+M)-w^2},\qquad \beta=B+i\alpha w .
$$

Let $B_0>0$ be the resonance field without damping, defined by $B_0(B_0+M)=w^2$. This is the Kittel condition for a film magnetized in its plane. The denominator then factors:

$$
\beta^2+M\beta-B_0^2-MB_0=(\beta-B_0)(\beta+B_0+M).
$$

To separate the two factors, write

$$
\beta+M=P(\beta+B_0+M)+Q(\beta-B_0).
$$

Setting $\beta=B_0$ gives $P=(B_0+M)/(2B_0+M)$. Setting $\beta=-(B_0+M)$ gives $Q=B_0/(2B_0+M)$. Hence

$$
\chi=\frac{P}{B-B_0+i\alpha w}+\frac{Q}{B+B_0+M+i\alpha w}.
$$

The absorbed power is the time average of $b\,\dot m_x$ times the saturation magnetization. With $e^{i\omega t}$ it is proportional to $-\omega\,{\rm Im}\,\chi$. For the first term, with $x=B-B_0$ from here on and $h=\alpha w$,

$$
-{\rm Im}\frac{P}{x+ih}=\frac{Ph}{x^2+h^2}.
$$

This is a Lorentzian in field. It falls to half its maximum at $x=\pm h$, so its full width is $2h=2\alpha\omega/\gamma$, the formula used above. No expansion in small $\alpha$ was needed within linear response. The demagnetizing field makes the precession elliptical and shifts $B_0$, but it does not enter $h$.

The second term is the tail of a line centred at the negative field $-(B_0+M)$. For $M=1$ T, the resonance field is

$$
B_0=\tfrac12\left(-M+\sqrt{M^2+4w^2}\right)=114.5\ {\rm mT}.
$$

The tail's centre is then more than 1 T from the resonance, hundreds of linewidths away, and its effect on the width is negligible.

## From the absorption line to its derivative

Scale the Lorentzian to unit height, $L=h^2/(x^2+h^2)$. Then

$$
L'=-\frac{2h^2x}{(x^2+h^2)^2},
$$

$$
L''=-2h^2\,\frac{(x^2+h^2)-4x^2}{(x^2+h^2)^3}
=\frac{2h^2(3x^2-h^2)}{(x^2+h^2)^3}.
$$

The extrema of $L'$ are at $L''=0$, that is at $x=\pm h/\sqrt3$. Since $L'$ vanishes far from resonance, they are its highest and lowest points. Their separation is

$$
\Delta_{pp}=\frac{2h}{\sqrt3}=\frac{2}{\sqrt3}\,\frac{\alpha f}{\gamma/2\pi},
$$

and therefore

$$
\boxed{\alpha=\frac{\sqrt3}{2}\,\frac{(\gamma/2\pi)\,\Delta_{pp}}{f}}
$$

The units cancel, since (GHz/T) × T / GHz is a pure number.

For the measured line,

$$
h=\frac{\sqrt3}{2}\times3\ {\rm mT}=2.598\ {\rm mT},\qquad
\alpha=\frac{2.598}{357.14}=0.0073 .
$$

The full width at half maximum is 5.196 mT. The tempting answer was too small by a factor $\sqrt3$. An uncertainty of 0.1 mT in reading $\Delta_{pp}$ changes $\alpha$ by 0.00024, so further digits would have no meaning here.

## A second case: field along the normal

If the film is saturated along its normal, the static internal field is $B-M$, and a thin film has no demagnetizing field for the two transverse components. Both brackets in the linear equations become $B-M+i\alpha w$, so

$$
\chi=\frac{B-M+i\alpha w}{(B-M+i\alpha w)^2-w^2}
$$

$$
=\frac12\left[\frac{1}{B-M-w+i\alpha w}+\frac{1}{B-M+w+i\alpha w}\right].
$$

Resonance moves to $B=M+w=1357.1$ mT for $M=1$ T, but the half width is again $\alpha w$. The same $\alpha$ and frequency give the same 3 mT, although the resonance field is about twelve times larger.

Between these two directions the magnetization is not parallel to the field, and it turns as the field is swept. The derivation then no longer applies. To see the effect, the equation of motion was linearized numerically about the equilibrium direction at each field, with $\alpha$, $f$ and $M=1$ T held fixed. A field 5 degrees out of the plane gives $\Delta_{pp}=3.012$ mT, which is harmless. At 80 degrees the width is 15.85 mT, and the boxed formula would overstate the damping more than fivefold.

## What else can widen the line

**Spread of resonance fields.** Suppose that regions of the film resonate at slightly different fields, with a Lorentzian distribution of half width $k$. Averaging the resonant term over the shift $s$ gives

$$
\int_{-\infty}^{\infty}\frac{k/\pi}{s^2+k^2}\,\frac{ds}{x-s+ih}=\frac{1}{x+i(h+k)} .
$$

The integral is closed in the lower half plane, where the one pole is $s=-ik$. The widths add. If 0.3 mT of the measured 3 mT came from such a spread, 2.7 mT would remain for damping, and $\alpha$ would be 0.00655, or 10% lower.

A narrow Gaussian spread with standard deviation $\sigma$ acts differently. It has no first-order effect, and to leading order replaces $L'$ by $L'+\kappa L'''$ with $\kappa=\sigma^2/2$. The extremum at $x=h/\sqrt3$ moves by $-\kappa L''''/L'''$. Differentiating $L''$ twice more gives

$$
L'''=\frac{24h^2x(h^2-x^2)}{(x^2+h^2)^4},
$$

$$
L''''=\frac{24h^2(5x^4-10x^2h^2+h^4)}{(x^2+h^2)^5}.
$$

At $x=h/\sqrt3$ their ratio is $L''''/L'''=-2\sqrt3/h$. The shift is $2\sqrt3\,\kappa/h$ outwards, and relative to $h/\sqrt3$ it is

$$
\frac{\delta\Delta_{pp}}{\Delta_{pp}}=\frac{6\kappa}{h^2}=\left(\frac{2\sigma}{\Delta_{pp}}\right)^2 ,
$$

where the last step uses $h^2=\tfrac34\Delta_{pp}^2$. The derivative of the Gaussian itself has peak-to-peak width $2\sigma$. For $2\sigma=0.3$ mT the growth is about 1%. Solving numerically for the Lorentzian width that leaves a total of 3 mT gives $\alpha=0.00720$. The shape of the spread thus matters as well as its width.

**Field modulation.** Lock-in detection adds a small oscillating field $a\cos\theta$ and records the first harmonic. Since $\cos^2\theta$ and $\cos^4\theta$ average to $1/2$ and $3/8$,

$$
\langle L(x+a\cos\theta)\cos\theta\rangle=\frac a2\left(L'+\frac{a^2}{8}L'''+\dots\right).
$$

This has the same form with $\kappa=a^2/8$, so the width grows by the fraction $(a/\Delta_{pp})^2$ to leading order. For an amplitude $a=0.5$ mT the estimate is 2.8%, and a numerical average over the modulation cycle gives 2.76%.

**The value of $\gamma$.** From $\gamma/2\pi=g\mu_B/h_{\rm P}$, where $\mu_B$ is the Bohr magneton and $h_{\rm P}$ is Planck's constant, 28 GHz/T corresponds to $g=2.0005$. A film with $g=2.1$ has 29.39 GHz/T, and the same spectrum then gives $\alpha=0.00764$.

## Reading the result for a real film

The value $M=1$ T is a rough figure for the soft metallic free layer of a spin device when perpendicular anisotropy is weak (strong anisotropy can make $M$ much smaller or negative), and damping of several thousandths up to about 0.01 is a rough typical range for such layers. The result lies within it. One assumption open to doubt is negligible inhomogeneous broadening: the 0.3 mT spread considered above lowers $\alpha$ by 1% or 10%, depending on its shape.

A single spectrum cannot reveal a Lorentzian spread, because the averaged line is again a Lorentzian. A Gaussian spread changes the line shape, but a small one changes it only slightly. If the spread is Lorentzian and its peak-to-peak width $\Delta_0$ does not depend on frequency,

$$
\Delta_{pp}(f)=\Delta_0+\frac{2}{\sqrt3}\,\frac{\alpha}{\gamma/2\pi}\,f .
$$

Spectra at several frequencies then give $\alpha$ from the slope and $\Delta_0$ from the intercept.

The condition on $\Delta_0$ can fail. If the spread comes from $M$ varying across the film, the Kittel condition gives $dB_0/dM=-B_0/(2B_0+M)$ for a field in the plane. For $M=1$ T the size of this factor grows from 0.09 at 10 GHz to 0.29 at 30 GHz, so the broadening grows too and is partly counted as damping. In a numerical example, a Lorentzian spread of $M$ (half width about 2.8 mT) supplies 0.3 mT of the 3 mT at 10 GHz, so that the true damping is 0.00655. A straight line through the widths from 10 to 30 GHz then gives an $\alpha$ about 12% too high and an intercept within about 0.03 mT of zero. With the field along the normal, $B=M+w$ shifts equally with $M$ at every frequency, and this error is absent. Two-magnon scattering, in which defects pass energy from the uniform precession to other spin waves, can add a width that itself varies with frequency. Its size depends on the defects and is not estimated here. The slope also cannot tell damping within the film from Gilbert-like damping caused by neighbouring layers; the $\alpha$ found here is their total.

Numerical values quoted here were computed with a short program.
